\section*{Multiple-Hit Noise Reduction in a Directed Eden Growth Rule}

\section{What scaling alone fixes}

In the growth rule treated here a lattice site fills some random time after the earliest of its parents has filled. Filling times are therefore built from two operations, taking a minimum and adding a waiting time. Both respect two symmetries: if all earlier times are shifted by a constant, or all times are multiplied by a positive constant, the later times change in the same way.

Let the waiting time have mean $t_0$ and standard deviation $t_0/\sqrt m$. The mean only shifts each layer, and the standard deviation sets the scale of the fluctuations. The squared width of the filling times of a layer must then have the form
\begin{equation}
W_T^2=\frac{t_0^2}{m}\,F_m(L,n),
\label{form}
\end{equation}
where $L$ is the number of columns and $n$ the layer number. The function $F_m$ can depend on $m$ only through the shape of the waiting-time distribution, not through its mean or variance. Multiple-hit noise reduction makes $m$ an integer that can be chosen. Two questions remain: how $F_m$ splits into an intrinsic part and a part that grows with $L$, and whether the exponents of the growing part depend on $m$.

\section{The rule on three columns}

Columns $x=1,\dots,L$ form a ring, and layer 0 is full at time zero. Site $(x,n)$ becomes a growth site as soon as one of its parents $(x-1,n-1)$, $(x,n-1)$, $(x+1,n-1)$ is filled. Each growth site is hit at random at rate $m/t_0$, keeps its own counter, and fills at the $m$-th hit. The rate is proportional to $m$ so that the mean waiting time stays $t_0$. From here on $t_0=1$.

Take $L=3$ and $m=2$. Suppose the second hits come after waiting times $(0.6,1.1,0.9)$ in layer 1 and $(0.8,0.4,1.3)$ in layer 2. Layer 1 starts at time zero, so $T_1=(0.6,1.1,0.9)$. On three columns every site has the whole lower layer as parents, so all of layer 2 becomes eligible at $0.6$:
\begin{equation}
T_2=0.6+(0.8,0.4,1.3)=(1.4,1.0,1.9).
\end{equation}
In column 2 the upper site fills at $1.0$ and the lower one at $1.1$. Between these times there is a hole under an overhang. The height $h(x,t)$ is defined as the highest filled layer, so at $t=1.05$, if no site of layer 3 has filled yet, the surface is $h=(1,2,1)$.

This ring also shows intrinsic roughness in isolation. All sites of a layer start together, so their times differ only through their own waiting times. The sample variance of three independent numbers of variance $1/m$, taken about their own mean, has expectation $(1-\tfrac13)/m$. Thus $\langle W_T^2\rangle=2/(3m)$ in every layer: nothing accumulates, and noise reduction lowers the width as $1/m$.

\section{The general recursion}

Hits on a growth site form a Poisson process of rate $m$. The gaps between hits are independent exponential times of mean $1/m$ and variance $1/m^2$. The waiting time $w$ is the sum of $m$ gaps, hence Gamma distributed with
\begin{equation}
\langle w\rangle=m\cdot\frac1m=1,\qquad
\mathrm{Var}\,w=m\cdot\frac1{m^2}=\frac1m .
\end{equation}
The counters can therefore be replaced by one random number per site:
\begin{align}
M_n(x)&=\min\{T_{n-1}(x-1),\,T_{n-1}(x),\,T_{n-1}(x+1)\},\\
T_n(x)&=M_n(x)+w_n(x),\qquad T_0(x)=0 .
\label{rec}
\end{align}
This saves a factor $m$ in random events per site. A simulation with explicit counters ($m=3$, $L=6$, layer 6) gave a mean filling time of $3.605\pm0.010$, against $3.608\pm0.003$ from the recursion. The squared widths, $0.357\pm0.006$ and $0.355\pm0.001$, also agree.

\subsection{The fresh noise}

Let a bar denote the average over the ring. The squared width is $W_T^2=\overline{(T-\bar T)^2}$, and inserting $T=M+w$ gives
\begin{equation}
W_T^2=W_M^2+W_w^2+\frac2L\sum_x\,(M_n(x)-\bar M_n)\,w_n(x).
\end{equation}
$M_n$ depends only on lower layers and is independent of $w_n$. In the mean, $w_n(x)$ in the last term may be replaced by 1, and $\sum_x(M_n-\bar M_n)=0$ removes the term. With $\langle W_w^2\rangle=(1-1/L)/m$,
\begin{equation}
\langle W_T^2\rangle=\langle W_M^2\rangle+\frac1m\Bigl(1-\frac1L\Bigr).
\label{fresh}
\end{equation}
For $m=1$ and $L=108$ the last term is $107/108=0.991$; the measured difference is $0.990$. This local noise is renewed in each layer and has no memory. It is one contribution to the intrinsic width; short-range structure in $M$ can change the intercept as well.

\subsection{The scaling identity}

Define $\xi=\sqrt m\,(w-1)$, which has mean 0 and variance 1, and $P_n=\sqrt m\,(T_n-n)$. Insert $T_{n-1}=n-1+P_{n-1}/\sqrt m$ into (\ref{rec}). The common shift and the positive factor can be taken out of the minimum:
\begin{equation}
T_n=n-1+\frac{\min P_{n-1}}{\sqrt m}+1+\frac{\xi_n}{\sqrt m}
\quad\Longrightarrow\quad
P_n=\min P_{n-1}+\xi_n ,
\end{equation}
with the minimum over the three parents. Since $W_T^2=W_P^2/m$, this proves (\ref{form}) with $F_m=W_P^2$. As $m$ grows, the central limit theorem makes $\xi$ Gaussian. At fixed $L$ and $n$ the distribution of $P_n$ then tends to that of the same recursion with Gaussian noise. Large $m$ does not switch off the growth rule in the variable $P$; it changes only the shape of the noise.

\section{Expected exponents}

Write the scaling laws as
\begin{equation}
W_T^2\simeq b+aL^{2\alpha}\ \text{(stationary)},\qquad
W_T^2\simeq b'+c\,n^{2\beta}\ \text{(early, long ring)}.
\label{laws}
\end{equation}
The constant $b$ is the intrinsic part. For the exponents, assume that on large scales the deviation $T(x,n)$ from steady growth obeys the Kardar--Parisi--Zhang (KPZ) equation
\begin{equation}
\partial_nT=\nu\,\partial_x^2T-\frac\lambda2(\partial_xT)^2+\eta ,
\label{kpz}
\end{equation}
with white noise $\eta$, uncorrelated between columns and between layers. The minus sign with $\lambda>0$ reflects the minimum: on a tilted front each site finds an earlier parent on one side, so the next layer comes sooner.

For $\lambda=0$ the stationary weight is $e^{-\Phi}$ with $\Phi\propto\int(\partial_xT)^2dx$. The nonlinear drift leaves it stationary if it does not change $\Phi$ and does not compress the space of profiles. On a lattice both conditions hold together when $(\partial_xT)^2$ is discretized as $(p^2+pq+q^2)/3$, with $p$ and $q$ the forward and backward differences; the centred difference satisfies the second but not the first. In the continuum the first follows from
\begin{equation}
\int(\partial_xT)^2\,\frac{\delta\Phi}{\delta T}\,dx
\propto-\int(\partial_xT)^2\,\partial_x^2T\,dx
=-\frac13\int\partial_x(\partial_xT)^3dx=0
\end{equation}
on a ring. Slopes are then independent apart from ring closure, time differences add like the steps of a random walk, and $2\alpha=1$.

Next, if $T$ solves (\ref{kpz}), so does
$\tilde T(x,n)=T(x-\lambda\epsilon n,n)+\epsilon x-\tfrac12\lambda\epsilon^2n$, with correspondingly displaced noise. Both sides acquire the same extra terms, $-\lambda\epsilon\,\partial_xT-\tfrac12\lambda\epsilon^2$. Under $x\to sx$, $T\to s^\alpha T$, $n\to s^zn$, the tilt $\epsilon$ scales as $s^{\alpha-1}$ and the drift speed $\lambda\epsilon$ as $s^{1-z}$. The symmetry must hold on every scale with the same $\lambda$, so $\alpha-1=1-z$. Hence $z=3/2$ and $2\beta=2\alpha/z=2/3$.

The passage from the lattice rule to (\ref{kpz}) is a universality hypothesis. It is plausible at each fixed $m$, because the waiting times are independent and have light tails. It is not a proof, so the exponents have to be measured.

\section{Removing the intrinsic part}

A two-size exponent mixes $b$ with the growing part. Three sizes in ratio 3 avoid this. By (\ref{laws}),
\begin{align}
W^2(9l)-W^2(3l)&=a\,l^{2\alpha}(9^{2\alpha}-3^{2\alpha})
=3^{2\alpha}\,a\,l^{2\alpha}(3^{2\alpha}-1)\notag\\
&=3^{2\alpha}\,[W^2(3l)-W^2(l)],
\end{align}
and therefore
\begin{equation}
2\alpha=\frac1{\ln3}\ln\frac{W^2(9l)-W^2(3l)}{W^2(3l)-W^2(l)} .
\label{alpha}
\end{equation}
For early growth the same algebra holds with layers in ratio 4 and $\ln4$. The method in general form is:
\begin{enumerate}
\item For each $m$, iterate (\ref{rec}) on independent rings and discard the layers before the width is stationary.
\item Average $W_T^2$ over layers, and take errors from the scatter between rings.
\item Obtain $2\alpha$ from (\ref{alpha}), and repeat with larger $l$ to see whether it drifts.
\item With $2\alpha=1$, obtain $a$ and $b$ from two sizes and compare them between values of $m$.
\end{enumerate}

\section{Numbers for the filling times}

For $m=1$ the squared widths at $L=36$, 108 and 324 are $1.753\pm0.007$, $2.974\pm0.022$ and $6.44\pm0.16$. Then
\begin{align}
2\alpha&=\frac{1}{\ln3}\ln\frac{6.443-2.974}{2.974-1.753}
=\frac{\ln2.84}{\ln3}=0.95,\\
a&=\frac{2.974-1.753}{108-36}=0.0170,\qquad
b=1.753-36a=1.14 .
\end{align}
The raw exponent from $L=36$ and 108, with $b$ left in, is $0.48$. It would suggest $\alpha\approx0.24$, although the growing part is compatible with $\alpha=1/2$. The results for all $m$ are as follows; $a$, $b$ and the raw exponent use $L=36$ and 108, and $2\alpha$ uses 36, 108 and 324.

\begin{center}
\begin{tabular}{lccccc}
$m$ & $a$ & $b$ & $b/a$ & raw & $2\alpha$\\
1 & 0.0170 & 1.14 & 67 & 0.48 & 0.95\\
4 & 0.0138 & 0.30 & 22 & 0.74 & 0.92\\
16 & 0.0056 & 0.071 & 13 & 0.83 & 1.03
\end{tabular}
\end{center}

Propagating the ring-to-ring errors through (\ref{alpha}) gives uncertainties of $0.05$, $0.05$ and $0.07$ for $2\alpha$. All three values are compatible with 1 and show no trend with $m$. Size matters, however: the triple $L=12$, 36, 108 gives $0.72$, $0.84$ and $0.90$. Subtracting a constant does not remove all short-distance corrections, and they are largest for $m=1$. The values of $a$ and $b$ are therefore effective ones for the stated sizes.

The intrinsic part falls roughly as $1/m$: $mb$ is $1.14$, $1.22$ and $1.14$. The amplitude falls more slowly, since $ma$ rises from $0.017$ through $0.055$ to $0.089$. This is the dependence on noise shape that (\ref{form}) permits. The length $b/a$, at which the fitted line gives equal growing and intrinsic parts, consequently shrinks from 67 to 13 columns. For $m=4$ and 16 it lies below the fitted sizes, so there it is an extrapolation that compares the two parts and not a measured crossover. The ratio need not shrink to zero: the Gaussian recursion has $a=0.132$ and $b=1.02\pm0.10$ in units of $P$, so that $b/a\approx8$. For fixed sizes and a fixed range of layers, $b/a$ tends to the value of the Gaussian recursion as $m$ grows.

Early growth on long rings, read at layers 32, 128 and 512, gives for $m=1$
\begin{equation}
2\beta=\frac1{\ln4}\ln\frac{6.114-3.203}{3.203-1.975}=0.62,
\end{equation}
and $0.68$ and $0.67$ for $m=4$ and 16. Each value comes from a single ring and carries no error estimate. All three lie closer to $2/3$ than to $1/2$, the value for $\lambda=0$ (where $z=2$), or to 1, the value for columns growing independently. The scatter between rings of these lengths is roughly $0.03$ for $m=1$ and $0.06$ for $m=16$, and the $m=1$ value lies only $0.04$ above the midpoint $0.58$ between $1/2$ and $2/3$. The values are compatible with $2/3$ but do not establish it.

\section{From filling times to heights}

If the front advances at $v$ layers per unit time, then on large scales $h\approx v(t-T)$, where $T$ is the deviation from the mean filling time. The growing part of $W_h^2$ should be $v^2$ times that of $W_T^2$. For $m=1$, $v=4.55$, and between $L=108$ and 324
\begin{equation}
v^2\,\Delta W_T^2=4.546^2\times3.469=71.7,\qquad \Delta W_h^2=72.4 .
\end{equation}
For $m=16$, where $v=1.36$, both numbers are $2.3$. Between these sizes the growing parts agree, as the relation $h\approx v(t-T)$ requires.

The intrinsic part does not carry over in this way. A column first reaches height $n$ or more at the time $\min_{k\ge n}T_k(x)$, which is never later than $T_n(x)$. A late site can be passed by an overhang, and from then on the hole it leaves does not show in $h$. For $m=1$ the height intercept is $b_h=2.9\pm0.5$, far below $v^2b\approx24$. It is a natural conjecture that overhangs account for most of this gap.

At large $m$ the integer heights matter instead. Consider $m\to\infty$ at fixed $L$, so that each layer is complete before the next begins. While a fraction $f(t)$ of the layer is filled, $W_h^2=f(1-f)$. The product $f(1-f)$ counts, divided by $L^2$, the pairs $(x,y)$ with $T(x)\le t<T(y)$. Integrating over time gives
\begin{equation}
\int f(1-f)\,dt=\frac1{2L^2}\sum_{x,y}|T(x)-T(y)|
=\frac1{2L^2\sqrt m}\sum_{x,y}|P(x)-P(y)| .
\end{equation}
Layers follow each other at intervals close to 1 in this limit, so this is also the time average of $W_h^2$. It falls as $m^{-1/2}$, whereas $W_T^2$ falls as $1/m$. The surface is smooth most of the time. The mean of $(P(x)-P(y))^2$ over all pairs is $2W_P^2$, so the mean of $|P(x)-P(y)|$ is at most $\sqrt2\,W_P$, and the integral is at most $W_P/\sqrt{2m}$. In this limit $W_h^2$ therefore grows no faster than $L^{\alpha}$, instead of the $L^{2\alpha}$ of (\ref{laws}). At $m=16$ this slower growth is not yet seen: from $L=12$ to 36, $W_h^2$ grows by $0.284$ and $v^2W_T^2$ by $0.276$.

In the measured heights, noise reduction lowers the total width and the intercept fitted on $L=36$ and 108. From $m=1$ to 16, $b_h$ drops from $2.9\pm0.5$ to $0.197\pm0.009$, and $W_h^2$ at $L=108$ drops by a factor of 30. The mean squared step between neighbouring columns falls from $7.2$ to $0.49$. Yet the height amplitude between $L=36$ and 108 falls even faster than $b_h$:
\begin{align}
m=1:\quad a_h&=\frac{38.69-14.80}{72}=0.332,& b_h/a_h&\approx9,\\
m=16:\quad a_h&=\frac{1.301-0.565}{72}=0.0102,& b_h/a_h&\approx19 .
\end{align}
The first ratio is uncertain by about 2, which is small compared with the rise. The height intercept is, however, strongly tied to the sizes used: $L=12$ and 36 give $b_h=-0.04\pm0.18$, $0.35$ and $0.14$ for $m=1$, 4 and 16, and $L=108$ and 324 give $2.5\pm1.9$ for $m=1$. The rise of $b_h/a_h$ is also present on the smaller pair (from about 0 to 12) and is not resolved on the larger one ($8\pm6$ against $14\pm8$). The raw height exponent accordingly moves away from 1, from $0.88$ to $0.76$. At $m=16$ the amplitude still follows the filling times, since $v^2a=0.0103$, but the intercept $0.197$ lies above $v^2b=0.131$.

For this rule, then, multiple hits lower the intrinsic part of the filling-time width and the neighbour steps and total width of the heights; the fall of the height intercept is seen only for the fit on $L=36$ and 108. No change of the exponents is resolved. Whether scaling becomes easier to see depends on the quantity: it does for filling times, where $b/a$ falls. For heights no gain is resolved at these sizes: $b_h/a_h$ rises, and (\ref{alpha}) applied to $W_h^2$ at $L=12$, 36, 108 gives $0.80$, $0.89$ and $0.87$, each uncertain by $0.02$ to $0.04$. In either case the intrinsic part has to be subtracted and the drift with size checked before an exponent is read. The full set of widths and errors is in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Counter check: m=3, L=6, layer 6; direct | recursion
  mean filling time (t0): 3.6046 +- 0.0100 | 3.6075 +- 0.0025
  squared width (t0^2): 0.3570 +- 0.0055 | 0.3554 +- 0.0014
Stationary runs, L: (rings, layers discarded, layers kept)
  12: (100, 200, 2400), 36: (100, 400, 2400), 108: (100, 1000, 3600), 324: (40, 2000, 4500); rings doubled for m=1, L=324
Scaled squared width m*W_T^2 (t0^2) at L = 12 36 108 324
  m=1: 1.199 +- 0.005, 1.753 +- 0.007, 2.974 +- 0.022, 6.443 +- 0.164
  m=4: 1.625 +- 0.006, 3.205 +- 0.016, 7.183 +- 0.075, 18.123 +- 0.586
  m=16: 1.947 +- 0.008, 4.340 +- 0.024, 10.745 +- 0.122, 30.696 +- 1.374
  m=inf: 2.310 +- 0.010, 5.787 +- 0.035, 15.321 +- 0.174
Fresh-noise part of W_T^2, m=1, L=108: 0.9901 t0^2
Fit on L=36,108: a (t0^2/column), b (t0^2), b/a (columns), raw 2alpha
  m=1: a=0.01695, b=1.1430, b/a=67.4, raw=0.481
  m=4: a=0.01381, b=0.3040, b/a=22.0, raw=0.735
  m=16: a=0.00556, b=0.0711, b/a=12.8, raw=0.825
  m=inf: a=0.13242, b=1.0197, b/a=7.7, raw=0.886
Intercept-free 2alpha from L=12,36,108 | from L=36,108,324
  m=1: 0.719 | 0.951
  m=4: 0.840 | 0.921
  m=16: 0.896 | 1.034
  m=inf: 0.918 | not run
Squared height width W_h^2 (layers^2) at L = 12 36 108 324
  m=1: 4.908 +- 0.085, 14.798 +- 0.265, 38.693 +- 0.503, 111.045 +- 3.539
  m=4: 1.045 +- 0.010, 2.445 +- 0.021, 6.169 +- 0.073, 16.407 +- 0.539
  m=16: 0.281 +- 0.002, 0.565 +- 0.003, 1.301 +- 0.015, 3.610 +- 0.151
v (layers/t0); growth of W_h^2 and of v^2*W_T^2 from L=108 to 324 (layers^2);
  height intercept b_h from L=36,108 (layers^2); raw 2alpha
  m=1: v=4.546; 72.352, 71.701; b_h=2.851 +- 0.471; raw=0.875
  m=4: v=1.932; 10.237, 10.211; b_h=0.583 +- 0.049; raw=0.842
  m=16: v=1.359; 2.309, 2.302; b_h=0.197 +- 0.009; raw=0.759
Mean squared neighbour step at L=108 (layers^2): m=1: 7.211, m=4: 1.630, m=16: 0.494
Ratio of W_h^2 at L=108, m=1 to m=16: 29.7
Early growth: W_T^2 (t0^2) at layers 32 128 512
  m=1, 262144 columns: 1.9754, 3.2031, 6.1141; raw 2beta=0.466, intercept-free 2beta=0.623
  m=4, 98304 columns: 1.0230, 2.0739, 4.7864; raw 2beta=0.603, intercept-free 2beta=0.684
  m=16, 98304 columns: 0.3615, 0.8245, 1.9923; raw 2beta=0.636, intercept-free 2beta=0.667
\end{verbatim}
